Magnetically induced current through a half-plane in an S-state atom

The Larmor current of a spherical atom

Problem

An atom has N electrons and a fixed nucleus at the origin. It is described by the non-relativistic Hamiltonian without spin-orbit coupling, and it is in an S state (total orbital angular momentum L = 0) which, for its given spin projection, is nondegenerate. A uniform field B = B ẑ is applied. Let P be the half-plane y = 0, x > 0, whose edge is the field axis through the nucleus, and count current through P as positive along +ŷ. Hartree atomic units are used, and the electron has charge −1.

(a) With A = ½ B × r, find the orbital current density to first order in B.
(b) Find the current I through P and state how it depends on the electron density n(r). Give I/B per electron in nA/T.
(c) Which property of the state does the answer need? Does it survive beyond first order? Compare the induced magnetic moment.
(d) Move the gauge origin to d = d x̂, leaving P where it is. Find the diamagnetic and paramagnetic parts of I.
(e) Evaluate the current at each point r with the gauge origin placed at that point. Find I, and say what changes in a finite basis.
(f) Apply the results to the Li atom at the unrestricted Hartree-Fock (UHF) level, and say what the unpaired spin adds.

Solution

(a) Current density

For charge −1 the Hamiltonian is H = Σ_k ½(p_k + A(r_k))² + V, with p = −i∇ and V the Coulomb energy. The velocity operator of an electron is i[H, r] = p + A, and the electric current density is the charge times the flow of probability:

j(r) = −N ∫ Re[Ψ*(p₁ + A(r₁))Ψ] dτ′ at r₁ = r

where ∫dτ′ integrates over the positions of electrons 2 to N and sums over all spins. The density is n(r) = N ∫ |Ψ|² dτ′, with ∫ n dV = N. The two terms of j are the paramagnetic and diamagnetic parts:

j_p = −N ∫ Re[Ψ* p₁Ψ] dτ′,   j_d = −n A

The cross product is ẑ × r = (−y, x, 0) = ρ φ̂, where ρ is the distance from the axis and φ̂ points anticlockwise as seen from +z. On P, ρ = x and φ̂ = ŷ. Thus A = ½ B ρ φ̂. Its divergence vanishes, so p·A = A·p and

½(p + A)² = ½p² + A·p + ½A²

The triple product gives A·p = ½(B × r)·p = ½ B·(r × p) = ½ B l_z, and ½A² = ⅛B²ρ². Summing over electrons,

H = H₀ + ½ B L_z + ⅛ B² Σ_k ρ_k²

The spin Zeeman term is omitted: it commutes with H and shifts the energy of a state of fixed spin projection without altering it.

The first-order correction obeys (H₀ − E₀)Ψ⁽¹⁾ = −(H⁽¹⁾ − E⁽¹⁾)Ψ₀ with H⁽¹⁾ = ½BL_z. For an S state L_zΨ₀ = 0, so E⁽¹⁾ = 0 and the right side vanishes. Then Ψ⁽¹⁾ is a multiple of Ψ₀, and the usual choice ⟨Ψ₀|Ψ⁽¹⁾⟩ = 0 makes it zero.

Ψ₀ can be taken real. H₀ is a real operator, so Ψ₀* (conjugating the amplitude of each spin component) is an eigenfunction with the same energy and spin projection; nondegeneracy makes it a multiple of Ψ₀, and a constant phase removes the imaginary part. For real Ψ₀ the product Ψ₀(−i∇Ψ₀) is purely imaginary, so j_p = 0. To first order in B only j_d remains, with the unperturbed density, which is spherical because a state with L = 0 is unchanged by rotations:

j = −½ n B × r,   j_φ = −½ B ρ n(r)

Writing j = −n v gives v = ½ B × r. The electron cloud rotates rigidly and anticlockwise at the Larmor angular frequency ω = B/2, and the electric current runs clockwise. The divergence is ∇·j = −½ B ∂n/∂φ, since (ẑ × r)·∇ = ∂/∂φ, and it vanishes here. The same current therefore crosses every half-plane bounded by the axis.

(b) Current through the half-plane

The area element of P is dρ dz, so

I = ∫∫ j_φ dρ dz = −(B/2) ∫₀^∞ dρ ∫_{−∞}^{∞} dz ρ n

The volume element in cylindrical coordinates is ρ dρ dφ dz. For a density independent of φ the angular integral gives 2π:

N = ∫ n dV = 2π ∫∫ ρ n dρ dz

The integral in I is therefore N/(2π), and

I = −N B/(4π)

The factor ρ in the speed of rigid rotation is the same as the factor ρ in the volume element, and for that reason only the normalisation of n survives. In physical terms, every electron crosses P once per period 2π/ω, however far from the axis it is, so I = −Nω/(2π) = −NB/(4π). The argument applies to any axially symmetric part of the cloud: the part of P inside radius R carries −N(R)B/(4π), where N(R) counts the electrons inside that sphere.

In SI units the kinetic momentum is p + eA, so j_d = −(e²/m) n A and I = −N e²B/(4πm). The conversion agrees with this. The atomic unit of current is eE_h/ħ, that of field is ħ/(e a₀²), and E_h = ħ²/(m a₀²), so their ratio is e²E_h a₀²/ħ² = e²/m = 28.1794 nA/T. With 1/(4π) = 0.0795775,

|I|/B per electron = 0.0795775 × 28.1794 nA/T = 2.2424 nA/T

The size is 2.24 nA/T per electron and the sign is negative, which is the diamagnetic sense. The program integrates j_φ numerically over P for the hydrogen 1s and 2s densities, a Gaussian and a hollow shell r⁴exp(−2r), and obtains −0.07957747 au for each.

(c) Conditions, higher orders and the moment

Two facts were used: j_p = 0, and n independent of φ. Spherical symmetry was not needed in (b). The prolate density exp(−ρ² − z²/4), normalised to one electron, also gives −0.07957747 au. Axial symmetry is needed. For n = exp(−x² − y²/4 − z²)/(2π^{3/2}), the integrals ∫₀^∞ x exp(−x²) dx = ½ and ∫ exp(−z²) dz = √π give a diamagnetic flux through P of

−(B/2) × ½√π/(2π^{3/2}) = −B/(8π)

half the axial value, and quadrature gives −0.03978874 au. For such a density ∇·j_d = −½B ∂n/∂φ is not zero, so a stationary state must have a paramagnetic current as well, and j_d alone is not the current. The total also differs from the axial value. This density is the ground state ψ₀ of an oscillator with ω_x = ω_z = 1 and ω_y = ¼. The first-order equation is solved by ψ⁽¹⁾ = iκxyψ₀ with κ = (B/2)(ω_x − ω_y)/(ω_x + ω_y) = 0.3B. On P the velocity along y is then (0.3 + 0.5)Bx in place of 0.5Bx, so I = 1.6 × (−B/(8π)) = −0.0637 B, not −0.0796 B.

If the state has nonzero angular momentum about the axis, j_p is not zero. For one electron with ψ = f(ρ, z) exp(iMφ) and f real, the φ component of −i∇ψ is (M/ρ)ψ, so j_p,φ = −M n/ρ. This current is present at B = 0 and depends on the shape of n.

The result holds beyond first order for a state with M_L = 0. H commutes with L_z, so the state keeps L_zΨ = 0 as B grows. On such states H acts as H₀ + ⅛B²Σρ_k², a real operator. Conjugation maps M_L = 0 onto itself, so if the level is nondegenerate among the M_L = 0 states, Ψ can again be taken real and j_p = 0. The condition L_zΨ = 0 says that Ψ is invariant under rotation about z, so the deformed density n_B is axial and still integrates to N. Part (b) then gives I = −NB/(4π) at any B within this Hamiltonian, for as long as one follows that level; a level with M_L ≠ 0 may cross below it, since ½BL_z lowers negative M_L. The program diagonalises the full H for hydrogen at B = 0.2 au in a basis of s and d Gaussians. The cloud is no longer spherical (⟨x²⟩ = 0.9285, ⟨z²⟩ = 0.9676 bohr²), and the current computed from the definition gives I/B = −0.07957747 au.

The moment behaves differently. The ring of current j_φ dρ dz encloses the area πρ², so to first order

m_z = ∫∫ πρ² j_φ dρ dz = −(B/4) ∫∫ 2πρ dρ dz ρ² n = −(B/4)⟨Σρ²⟩ = −(B/6)⟨Σr²⟩

The last step uses ⟨x²⟩ = ⟨y²⟩ = ⟨z²⟩ = ⟨r²⟩/3 for a spherical density. The moment measures the size of the atom, and the current only counts its electrons.

(d) Shifted gauge origin

Now A = ½ B × (r − d) = ½ B × r + λ, with the constant vector λ = −½ B × d. The divergence is still zero, so the first-order perturbation is

H⁽¹⁾ = ½ B L_z + λ·Σ_k p_k

The first term annihilates Ψ₀. The second does not, but E⁽¹⁾ = 0 because ⟨p⟩ vanishes for a real function. Let g = λ·Σ_k r_k. Since g is linear, ∇_k g = λ and ∇_k²g = 0, so ∇_k²(gΨ₀) = g∇_k²Ψ₀ + 2λ·∇_kΨ₀. The potential commutes with g, and (H₀ − E₀)Ψ₀ = 0, so

(H₀ − E₀)(gΨ₀) = −λ·Σ_k ∇_kΨ₀

Multiplying by −i gives (H₀ − E₀)(−i gΨ₀) = iλ·Σ∇_kΨ₀ = −λ·Σp_kΨ₀, which is the first-order equation. Hence

Ψ⁽¹⁾ = −i g Ψ₀

It is orthogonal to Ψ₀ because ⟨g⟩ = λ·∫ r n dV = 0 for a spherical density. It is the first term of the phase factor exp(−ig), which performs the gauge change exactly: (p_k + λ) exp(−ig) = exp(−ig) p_k. The program checks the first-order equation for the hydrogen 1s state by symbolic differentiation, evaluated at three points.

The first-order part of Ψ*p₁Ψ has two terms:

Ψ₀ p₁Ψ⁽¹⁾ = Ψ₀(−i∇₁)(−i gΨ₀) = −Ψ₀∇₁(gΨ₀) = −λΨ₀² − gΨ₀∇₁Ψ₀

Ψ⁽¹⁾* p₁Ψ₀ = (i gΨ₀)(−i∇₁Ψ₀) = +gΨ₀∇₁Ψ₀

Their sum is −λΨ₀². Therefore

j_p = +λ n,   j_d = −½ n B × r − λ n

and the total is the current of part (a) at every point. For d = d x̂, ẑ × x̂ = ŷ gives λ = −½ B d ŷ, normal to P. In polar coordinates on P the area element is r dr dθ with θ from 0 to π, so ∫∫ n dρ dz = π ∫ n r dr. Also ⟨Σ1/r⟩ = 4π ∫ n r dr, so ∫∫ n dρ dz = ¼⟨Σ1/r⟩. The two fluxes are

I_d = −NB/(4π) + B d ⟨Σ1/r⟩/8,   I_p = −B d ⟨Σ1/r⟩/8

Each part depends on d and on the radial shape, and I_d can have either sign. Only the sum −NB/(4π) is physical.

(e) The distributed gauge

The exact j(r) is the same for every d, so a different d may be used for each point at which j is wanted. The choice d = r is the ipsocentric or CTOCD-DZ scheme. It is a family of calculations, one per point, each with a fixed origin. In the calculation belonging to the point r, A vanishes at that point, so j_d(r) = 0, while λ = −½ B × r gives

j_p(r) = λ n = −½ n B × r

The same current, and the same I = −NB/(4π), now arise wholly from the paramagnetic term. On P, λ = −½Bρ ŷ, so a single response, to the perturbation Σp_y, serves all points. Let T(r) be the y component of the probability flow per unit λ_y, so that j_p,y = −λ_y T. The exact result above is T = −n, and

I(ipsocentric) = (B/2) ∫∫ ρ T dρ dz,   I_p(origin d x̂) = (Bd/2) ∫∫ T dρ dz

These relations carry over to Hartree-Fock theory in a complete basis. The factor exp(−ig) multiplies every orbital by exp(−iλ·r), so it turns a determinant into a determinant and leaves the energy expression unchanged. The self-consistent orbital response is therefore −iλ·r φ_i, up to mixing among occupied orbitals, which changes the determinant only by a phase.

In a finite basis T comes from the coupled-perturbed equations. For one spin, let i, j label occupied and a, b virtual real orbitals, and write φ_i⁽¹⁾ = Σ_a U_ai φ_a per unit λ_y. Projecting the first-order part of Fφ_i = ε_iφ_i on φ_a gives (ε_a − ε_i)U_ai + F⁽¹⁾_ai = 0. The matrix element ⟨a|p_y|i⟩ = i h_ai, with h_ai = −⟨a|∂_y|i⟩ real, is imaginary, so U = i u with u real. The density change 2Re(φ_iφ_i⁽¹⁾) is then zero, and the Coulomb term does not respond. The exchange operator, Kφ(r) = Σ_j φ_j(r) ∫ φ_j*(r′)φ(r′)/|r − r′| dV′, changes through both factors φ_j and φ_j*, which gives K⁽¹⁾_ai = Σ_bj [U_bj (ab|ji) + U_bj* (aj|bi)], where (pq|rs) = ∫∫ φ_pφ_q(r) φ_rφ_s(r′)/|r − r′|. With F⁽¹⁾ = p_y − K⁽¹⁾ and the common factor i removed,

(ε_a − ε_i) u_ai − Σ_bj [(ab|ji) − (aj|bi)] u_bj = −h_ai

The flow is Re[φ_i(−i∂_y)φ_i⁽¹⁾ + φ_i⁽¹⁾*(−i∂_y)φ_i] summed over i and both spins:

T = Σ_ai u_ai (φ_i ∂_yφ_a − φ_a ∂_yφ_i)

The exact response −iyφ_i, which gives T = −n, can be reproduced only if the virtual orbitals can build the functions yφ_i. With the origin at the nucleus no response is needed: if all occupied orbitals are s orbitals, l_zφ_i = 0, and I = −NB/(4π) in any basis centred on the nucleus, because it rests on normalisation alone. The ipsocentric flux has a known exact value and a basis-dependent computed value, and so it tests the basis: a wrong flux proves that the response is poorly described. A correct flux is necessary but not sufficient, because errors of T at different points can cancel in the integral.

(f) Lithium

The UHF ground configuration of Li has occupied orbitals 1sα, 2sα and 1sβ, with α the majority spin. Two bases are used. The first has 18 s and 18 p Gaussians with common exponents 0.008 × 2.2^k, k = 0 to 17. The product of y with an s Gaussian is the p_y Gaussian of the same exponent, so yφ_i lies in this basis. The second is cc-pVDZ. The energies are −7.43273 and −7.43242 hartree (a denser s set converges to −7.43275). In both, the occupied-virtual elements of l_z about the nucleus vanish to numerical noise (of order 10⁻¹² au or smaller), while about a point 1 bohr away along x they reach 0.662 and 0.335 au, which confirms that the absence of a response depends on the origin.

With the nuclear origin the prediction is I/B = −3 × 0.0795775 = −0.238732 au, and quadrature over P gives −0.238732 au in both bases. In SI this is −0.238732 × 28.1794 = −6.727 nA/T. At 10 T (4.25438 × 10⁻⁵ au) the current is −67.27 nA, and the cloud rotates at ω/(2π) = 139.96 GHz. These values do not depend on the level of theory, since only N enters.

In the large basis the three orbitals have ⟨r²⟩ = 0.444, 17.73 and 0.449 bohr². The 2s orbital has 40 times the mean square radius of 1sα, yet each orbital carries −0.07957747 au. The moment is m_z/B = −18.6244/6 = −3.104 au, in agreement with the quadrature of πρ²j_φ. A denser s set lowers ⟨Σr²⟩ by 0.0003 bohr² and leaves −3.104 au unchanged; electron correlation (CISD) lowers ⟨Σr²⟩, and the size of the moment, by about 1%. The 2s electron supplies 17.73/18.62 = 95% of this UHF moment and one third of the current.

For d = 1 bohr, the analytic integral ⟨Σ1/r⟩ = 5.71547 bohr⁻¹ gives d⟨Σ1/r⟩/8 = 0.714434 au. These digits belong to this basis; a denser s set gives 5.71550 and 0.714438. The predictions are I_d/B = −0.23873 + 0.71443 = 0.47570 au and I_p/B = −0.714434 au. The large basis gives 0.475701 and −0.714432 au, with total −0.238731 au, and its ipsocentric flux is −0.238732 au. The program demands agreement of the two response quantities within 0.3% of their exact values; the agreement found extends to the fifth or sixth decimal.

The cc-pVDZ basis fails here although its energy is only 0.0003 hartree higher. Its ipsocentric flux is −0.090715 au (−2.556 nA/T), which is 0.090715/0.238732 = 38% of the exact value. For d = 1 bohr its diamagnetic flux, 0.475679 au, is nearly unchanged, but the paramagnetic flux is −0.063228 au where 0.475679 + 0.238732 = 0.714411 au has to be cancelled. Only 9% is cancelled, and the total, +0.412451 au, has the wrong sign. The cause is that this basis lacks p functions compact enough to form yφ_1s. Split by orbital, the 2s electron gives its full share of the ipsocentric flux and each 1s electron only about 7% of its share, which adds up to (1 + 0.07 + 0.07)/3 = 38%. The integral ∫∫ T dρ dz lacks the factor ρ and so puts more weight near the nucleus, where the 1s electrons recover only about 4%. Adding four p shells with exponents 0.7, 2.2, 7 and 25 brings the ipsocentric flux to −0.2391 au with the energy unchanged, and merely uncontracting cc-pVDZ brings it to −0.2084 au.

The unpaired spin adds a current that is not part of I. A magnetisation m has energy −∫ m·B dV; putting B = ∇ × A and integrating by parts gives −∫ (∇ × m)·A dV, and comparison with δE = −∫ j·δA dV identifies j_s = ∇ × m. The electron moment is −g_e μ_B s with μ_B = ½ and g_e close to 2, so an electron with s_z = −½ has moment +g_e/4. In the lower Zeeman level the majority spin points against B, and m = m ẑ with m = (g_e/4)(majority density − minority density). The y component of the curl is −∂m/∂x, and m vanishes at infinity, so

I_s = −∫ dz ∫₀^∞ (∂m/∂x) dx = ∫ m(0, 0, z) dz

The program evaluates both sides independently and finds +0.043 au = 0.28 mA for UHF Li in the large basis; a denser s set leaves this unchanged, while correlation (CISD) raises it by about 2%, to 0.044 au. This current depends on shape, is present already at B = 0 for a definite spin projection and changes only at order B² (through the deformation of the density found in (c)), reverses with the spin, and is about 4 × 10³ times the orbital current at 10 T. It vanishes when the two spin densities are equal. This holds for a singlet and for any nondegenerate state with spin projection zero, because exchanging α and β commutes with H and maps such a state onto itself up to a phase; −NB/(4π) is then the whole current through P.

The program that performs these tests and its output follow.

Calculated quantities

```
1/(4 pi) = 0.07957747 au
au of current / au of field = 28.17940 nA/T
e^2/(4 pi m) = 2.24245 nA/T per electron
flux, H 1s = -0.07957747 au
flux, H 2s = -0.07957747 au
flux, Gaussian exp(-r^2) = -0.07957747 au
flux, shell r^4 exp(-2r) = -0.07957747 au
flux, prolate exp(-rho^2-z^2/4) = -0.07957747 au
j_d flux, non-axial exp(-x^2-y^2/4-z^2) = -0.03978874 au
H atom: B = 0.2 au, E = -0.49038 hartree
H atom: <x^2> = 0.9285, <z^2> = 0.9676 bohr^2
H atom: flux I/B = -0.07957747 au
Li: N = 3, -N/(4 pi) = -0.23873241 au
Li UHF/18s18p: E = -7.43273 hartree
  max|Lz_ai| origin nucleus = 1e-12, origin shifted = 0.662 au
  flux, origin at nucleus = -0.238732 au
  flux, ipsocentric = -0.238732 au
  d = 1.0 bohr: dia = 0.475701, para = -0.714432 au
  d = 1.0 bohr: total = -0.238731 au
Li UHF/cc-pVDZ: E = -7.43242 hartree
  max|Lz_ai| origin nucleus = 2e-16, origin shifted = 0.335 au
  flux, origin at nucleus = -0.238732 au
  flux, ipsocentric = -0.090715 au
  d = 1.0 bohr: dia = 0.475679, para = -0.063228 au
  d = 1.0 bohr: total = 0.412451 au
Li 18s18p: <sum 1/r> = 5.71547 1/bohr, d<1/r>/8 = 0.714434 au
Li 1s alpha: <r^2> = 0.4440 bohr^2, flux = -0.07957747 au
Li 2s alpha: <r^2> = 17.7315 bohr^2, flux = -0.07957747 au
Li 1s beta: <r^2> = 0.4488 bohr^2, flux = -0.07957747 au
Li <sum r^2> = 18.6244 bohr^2, moment m/B = -3.1041 au
Li I/B = -6.7273 nA/T
Li ipsocentric I/B: 18s18p -6.727, cc-pVDZ -2.556 nA/T
B = 10.0 T = 4.25438e-05 au, rotation frequency = 139.962 GHz
Li current at 10.0 T = -67.273 nA
Li spin-current flux (field-independent) = 0.04295 au = 0.2845 mA
```
